\section*{Why valence electrons outside the core obey a Schroedinger equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: eliminating the small component}

\subsection{The difficulty and the statement}

Suppose that relativity changed the equation of a valence electron everywhere by as much as it does near the nucleus. For lead, with nuclear charge $Z=82$, the measure of that change is $(Z\alpha)^2=0.36$, where $\alpha$ is the fine-structure constant. A pseudopotential replaces the strong potential inside a core radius $r_c$ by a weak one, and the valence electron is then treated with a Schroedinger equation. Outside $r_c$ nothing is replaced. If the Schroedinger equation were wrong there by a third, no choice of potential inside the core could repair it, and the potential of the Dirac atom could not be kept unchanged outside the core in a Schroedinger calculation.

Leaving relativity out altogether is no remedy. In the lead atom computed below, the $6s$ level lies at $-0.382$ hartree with the Dirac equation and at $-0.231$ hartree with the Schroedinger equation in the same potential. This comparison holds the potential fixed; a self-consistent Schroedinger atom screens differently and shows a smaller shift. The relativistic effect is large all the same, and a valence calculation must contain it.

Kleinman's result resolves the conflict. Outside the core, the large component of a Dirac valence state obeys a Schroedinger equation with an error of order $\alpha^2$, about $5\times10^{-5}$, and not of order $(Z\alpha)^2$. For a given potential, the strong relativistic effects of the core reach the outer region through two things: the energy, and the slope with which the wave function leaves the core. In a self-consistent atom relativity also changes the screened potential outside the core, so the potential meant throughout is that of the Dirac atom.

Hartree atomic units are used, so that the speed of light is $1/\alpha$. The electron moves in a spherical local potential energy $V(r)$. Its energy $\varepsilon$ is measured without the rest energy. Let $P(r)$ and $Q(r)$ be $r$ times the large and small radial components. The radial Dirac equations, which are the starting point, read
\begin{align}
P'&=-\frac{\kappa}{r}P+\left[\frac{2}{\alpha}+\alpha(\varepsilon-V)\right]Q,\\
Q'&=\frac{\kappa}{r}Q+\alpha(V-\varepsilon)P .
\end{align}
A prime means $d/dr$. The integer $\kappa$ equals $l$ for $j=l-\tfrac12$ and $-l-1$ for $j=l+\tfrac12$, where $l$ belongs to the large component.

The small component carries a factor $\alpha$ that hides the comparison with the Schroedinger equation. Define therefore
\begin{equation}
S=\frac{Q}{\alpha},\qquad M=1+\frac{\alpha^2}{2}(\varepsilon-V).
\end{equation}
The bracket in the first Dirac equation times $Q=\alpha S$ is $[2+\alpha^2(\varepsilon-V)]S=2MS$. Dividing the second equation by $\alpha$ turns $Q$ into $S$. The result is
\begin{equation}
P'=-\frac{\kappa}{r}P+2MS,\qquad
S'=\frac{\kappa}{r}S+(V-\varepsilon)P .
\label{eq:pair}
\end{equation}
For a given potential and energy, $\alpha$ now appears in $M$ alone.

The assumptions concern the region $r\ge r_c$. The state is bound, $\varepsilon<0$, and $V$ tends to zero at large $r$. There are numbers $v_0$ and $v_1$ with
\begin{equation}
|\varepsilon-V(r)|\le v_0,\qquad |V'(r)|\le v_1\qquad (r\ge r_c),
\label{eq:bounds}
\end{equation}
and these numbers stay of order one as $Z$ increases, instead of growing as $Z^2$ and $Z^3$ as they do near the nucleus. This is the meaning of ``outside the core''. It is a property of screened atoms, in which the inner electrons cancel most of the nuclear charge; the Dirac equation does not supply it.

Let $u$ be the decaying solution of the Schroedinger equation
\begin{equation}
-\frac12u''+\frac{l(l+1)}{2r^2}u+(V-\varepsilon)u=0,\qquad r\ge r_c,
\label{eq:sch}
\end{equation}
with the same $V$ and with $\varepsilon$ equal to the Dirac energy. The claim is that $P$ and $u$ have the same logarithmic derivative at $r_c$ up to order $\alpha^2$, and that they differ by order $\alpha^2$ beyond it when they are made equal at $r_c$. Nothing is claimed about $u$ inside the core. Continued inward with the Schroedinger equation, $u$ would in general not be regular at the nucleus, because $\varepsilon$ is not a Schroedinger eigenvalue of the full potential.

\subsection{The equation for the large component}

Differentiate the first equation of (\ref{eq:pair}). The derivative of $-\kappa P/r$ has two parts, and so has that of $2MS$:
\begin{equation}
P''=\frac{\kappa}{r^2}P-\frac{\kappa}{r}P'+2M'S+2MS' .
\label{eq:second}
\end{equation}
The last term follows from the second equation of (\ref{eq:pair}), multiplied by $2M$. In it, $2MS$ can be replaced by $P'+\kappa P/r$, which is the first equation solved for $2MS$:
\begin{align}
2MS'&=\frac{\kappa}{r}\,2MS+2M(V-\varepsilon)P\nonumber\\
&=\frac{\kappa}{r}P'+\frac{\kappa^2}{r^2}P+2M(V-\varepsilon)P .
\end{align}
Inserted in (\ref{eq:second}), the two terms with $P'$ cancel, and the terms with $1/r^2$ add up to $\kappa(\kappa+1)$:
\begin{equation}
P''=\frac{\kappa(\kappa+1)}{r^2}P+2M(V-\varepsilon)P+2M'S .
\end{equation}
For $\kappa=l$ the product $\kappa(\kappa+1)$ is $l(l+1)$. For $\kappa=-l-1$ it is $(-l-1)(-l)$, which is the same number. Both values of $j$ therefore have the same centrifugal term.

From the definition of $M$ follow
\begin{align}
2M(V-\varepsilon)&=2(V-\varepsilon)-\alpha^2(\varepsilon-V)^2,\\
2M'S&=-\alpha^2V'S .
\end{align}
The minus sign in the first line arises because $(\varepsilon-V)(V-\varepsilon)=-(\varepsilon-V)^2$. Multiplying the equation for $P''$ by $-\tfrac12$ and moving the Schroedinger terms to the left gives
\begin{align}
-\frac12P''+\frac{l(l+1)}{2r^2}P+(V-\varepsilon)P&=R,\label{eq:main}\\
R&=\frac{\alpha^2}{2}\left[(\varepsilon-V)^2P+V'S\right].\label{eq:R}
\end{align}
No approximation has been made. In terms of $P$ alone, $S=(P'+\kappa P/r)/(2M)$, so that the second part of $R$ is $\alpha^2V'(P'+\kappa P/r)/(4M)$.

The first part of $R$ comes from the change of mass with velocity. The second contains the gradient of the potential, and its piece with $\kappa$ contains the spin-orbit coupling. To see this, note that $\kappa=-(1+2\,\mathbf L\cdot\mathbf s)$: the product $2\,\mathbf L\cdot\mathbf s$ is $l$ for $j=l+\tfrac12$ and $-l-1$ for $j=l-\tfrac12$. Moved to the left of (\ref{eq:main}), with $M\simeq1$, this piece contributes the potential
\begin{equation}
-\frac{\alpha^2\kappa V'}{4r}=\frac{\alpha^2V'}{4r}+\frac{\alpha^2V'}{2r}\,\mathbf L\cdot\mathbf s ,
\end{equation}
whose last term is the familiar spin-orbit energy. Outside the core it is of order $\alpha^2$, like the rest of $R$.

\subsection{Where the two orders part}

Close to the nucleus, at $r\sim1/Z$, the potential is of size $Z^2$ and its gradient of size $Z^3$, while a derivative of $P$ brings a factor $Z$. With $M$ of order one, $S$ is then of size $ZP$. The two parts of $R$ are both of size
\begin{equation}
\alpha^2Z^4P=(Z\alpha)^2\,Z^2P ,
\end{equation}
and the terms kept on the left of (\ref{eq:main}) are of size $Z^2P$. The relative error of the Schroedinger equation is of order $(Z\alpha)^2$ there.

For $r\ge r_c$ the same expression gives, with (\ref{eq:bounds}),
\begin{equation}
|R|\le\frac{\alpha^2}{2}\left(v_0^2|P|+v_1|S|\right).
\label{eq:Rbound}
\end{equation}
The formula for $R$ has not changed between the two regions. The potential in it has.

\subsection{The outer functions stay of order one}

The bound (\ref{eq:Rbound}) settles the matter if $S$ is not large. In particular, no power of $Z$ may enter through the slope that the core imposes at $r_c$. Write
\begin{equation}
p^2=\int_{r_c}^\infty P^2dr,\qquad s^2=\int_{r_c}^\infty S^2dr .
\end{equation}
For a normalized state $p\le1$. Assume $\alpha^2v_0\le1$, which holds with much room to spare when $v_0$ is of order one; then $\tfrac12\le M\le\tfrac32$.

At large $r$ the pair (\ref{eq:pair}) becomes $P'=2MS$, $S'=-\varepsilon P$ with constant $M$, so $P$ and $S$ decay exponentially and boundary terms at infinity vanish. The pair also gives
\begin{equation}
(PS)'=2MS^2+(V-\varepsilon)P^2,
\end{equation}
since the terms with $\kappa$ cancel. Integrating from $r_c$ to infinity, and using $2M\ge1$, one finds
\begin{equation}
s^2\le v_0+|P(r_c)S(r_c)| .
\label{eq:s1}
\end{equation}
The boundary values are controlled in the same way. Write $P(r_c)^2=-2\int_{r_c}^\infty PP'dr$, and likewise for $S$, insert (\ref{eq:pair}), and use the Cauchy--Schwarz inequality $\int|PS|dr\le ps\le s$. With $a=2|\kappa|/r_c$,
\begin{equation}
P(r_c)^2\le a+6s,\qquad S(r_c)^2\le as^2+2v_0s .
\end{equation}
Inserted in (\ref{eq:s1}), these yield
\begin{equation}
s^2\le v_0+\sqrt{(a+6s)(as^2+2v_0s)} .
\end{equation}
For large $s$ the right side grows as $s^{3/2}$, more slowly than the left. Hence $s$ cannot exceed a number fixed by $v_0$ and $|\kappa|/r_c$. Neither $Z$ nor the shape of the potential inside the core enters this number.

It follows that the residual is of order $\alpha^2$ in the mean-square sense. It also follows that the small component outside the core carries the charge $\int_{r_c}^\infty Q^2dr=\alpha^2s^2$, which is of order $\alpha^2$ as well.

\subsection{From a small residual to a small error}

A small term in a differential equation does not by itself guarantee a small change of the solution. The step is made with the Wronskian $W=uP'-u'P$. The terms with $u'P'$ cancel in its derivative. The second derivatives are taken from (\ref{eq:sch}) and (\ref{eq:main}); the latter reads $P''=[l(l+1)/r^2+2(V-\varepsilon)]P-2R$. Thus
\begin{equation}
W'=uP''-u''P=-2uR .
\end{equation}
Both functions decay, so $W$ vanishes at infinity, and integration from $r$ outward gives
\begin{equation}
W(r)=2\int_r^\infty uR\,dr' .
\label{eq:W}
\end{equation}
Dividing by $uP$ at the core radius produces the difference of the logarithmic derivatives,
\begin{equation}
\Delta L\equiv\left[\frac{P'}{P}-\frac{u'}{u}\right]_{r_c}
=\frac{2}{u(r_c)P(r_c)}\int_{r_c}^\infty uR\,dr .
\label{eq:DL}
\end{equation}
If $u$ is scaled to $\int_{r_c}^\infty u^2dr=1$, the Cauchy--Schwarz inequality and (\ref{eq:Rbound}) give
\begin{equation}
|\Delta L|\le\frac{\alpha^2(v_0^2+v_1s)}{|u(r_c)P(r_c)|} .
\end{equation}
The denominator shows a condition: $r_c$ must not lie close to a node of either function. A logarithmic derivative is a poor measure there, since it diverges at the node itself.

If $r_c$ lies beyond the outermost node of $u$, the functions can be compared point by point. Since $(P/u)'=W/u^2$, scaling $u$ so that $u(r_c)=P(r_c)$ and integrating from $r_c$ gives
\begin{equation}
P(r)-u(r)=u(r)\int_{r_c}^r\frac{2\,dt}{u(t)^2}\int_t^\infty uR\,dr' .
\label{eq:diff}
\end{equation}
On any fixed interval this is of order $\alpha^2$, which completes the first derivation.

At very large $r$ the ratio $P/u$ drifts. There $P$ decays as $e^{-\lambda_Dr}$ with $\lambda_D^2=-2\varepsilon M=-2\varepsilon-\alpha^2\varepsilon^2$, while $u$ decays with $\lambda^2=-2\varepsilon$. To leading order $\lambda-\lambda_D=\alpha^2\varepsilon^2/(2\lambda)$, so $P$ falls off slightly more slowly. The ratio differs from one appreciably at distances of order $2\lambda/(\alpha^2\varepsilon^2)$, where both functions are negligible. The absolute difference is at most of order $\alpha^2r\,u(r)$ before that and stays small.

\section{Second derivation, comparison and the lead atom}

\subsection{Symbols and results taken over}

The large component is $P$, and $S=Q/\alpha$ is the scaled small component. They obey $P'=-\kappa P/r+2MS$ and $S'=\kappa S/r+(V-\varepsilon)P$, with $M=1+\alpha^2(\varepsilon-V)/2$. The function $u$ is the decaying Schroedinger solution for $r\ge r_c$ with the same $V$, $l$ and $\varepsilon$. Outside the core $|\varepsilon-V|\le v_0$, with $v_0$ of order one. The outer mean-square size $s$ of $S$, for a normalized state, is bounded by a number without $Z$. The first derivation gave a Schroedinger equation for $P$ with the residual $R=\tfrac12\alpha^2[(\varepsilon-V)^2P+V'S]$, and from it the difference $\Delta L$ of the logarithmic derivatives $P'/P$ and $u'/u$ at $r_c$.

\subsection{Comparing two first-order pairs}

The second derivation does not eliminate the small component and never forms $P''$. Instead it writes the Schroedinger equation as a pair too. Define $T$ by $2T=u'+\kappa u/r$. Then
\begin{equation}
u'=-\frac{\kappa}{r}u+2T,\qquad
T'=\frac{\kappa}{r}T+(V-\varepsilon)u .
\label{eq:spair}
\end{equation}
The first equation is the definition. To verify the second, differentiate the definition and insert $u''=[\kappa(\kappa+1)/r^2+2(V-\varepsilon)]u$:
\begin{align}
2T'&=u''+\frac{\kappa}{r}u'-\frac{\kappa}{r^2}u\nonumber\\
&=\frac{\kappa}{r}\left(u'+\frac{\kappa}{r}u\right)+2(V-\varepsilon)u .
\end{align}
The bracket is $2T$, and division by two gives (\ref{eq:spair}). The Schroedinger pair is thus the Dirac pair with $M$ replaced by one. The two systems differ in a single coefficient, by $2(M-1)=\alpha^2(\varepsilon-V)$.

Now consider $F=Su-PT$, which vanishes where the ratios $S/P$ and $T/u$ agree. Its derivative is
\begin{align}
F'={}&S'u+Su'-P'T-PT'\nonumber\\
={}&\left[\tfrac{\kappa}{r}S+(V-\varepsilon)P\right]u
+S\left[-\tfrac{\kappa}{r}u+2T\right]\nonumber\\
&-\left[-\tfrac{\kappa}{r}P+2MS\right]T
-P\left[\tfrac{\kappa}{r}T+(V-\varepsilon)u\right].
\end{align}
The terms with $\kappa$ cancel in pairs, and so do the two terms with $V-\varepsilon$. What remains is $2ST-2MST$, that is,
\begin{equation}
F'=-\alpha^2(\varepsilon-V)ST .
\end{equation}
All four functions decay, so $F$ vanishes at infinity and
\begin{equation}
F(r)=\alpha^2\int_r^\infty(\varepsilon-V)ST\,dr' .
\label{eq:F}
\end{equation}

The bound on $s$ holds for the Schroedinger pair as well, because its proof used the pair with $\tfrac12\le M\le\tfrac32$, and $M=1$ is in that range. Let $u$ be scaled to unit outer norm, and let $t$ be the outer mean-square size of $T$. Then
\begin{equation}
\left|\frac SP-\frac Tu\right|_{r_c}
\le\frac{\alpha^2v_0\,s\,t}{|u(r_c)P(r_c)|},
\end{equation}
with $s$ and $t$ free of $Z$. This is the result again, stated for the ratio of the two components.

To return to the slope of $P$, form $uP'-u'P$ from the two pairs. The terms with $\kappa$ cancel, and
\begin{align}
uP'-u'P&=2MSu-2TP\nonumber\\
&=2F+\alpha^2(\varepsilon-V)Su .
\label{eq:slope2}
\end{align}
Dividing by $uP$ at $r_c$ and inserting (\ref{eq:F}) yields
\begin{equation}
\Delta L=\alpha^2\left[(\varepsilon-V)\frac SP\right]_{r_c}
+\frac{2\alpha^2}{u(r_c)P(r_c)}\int_{r_c}^\infty(\varepsilon-V)ST\,dr .
\label{eq:DL2}
\end{equation}
Both terms are of order $\alpha^2$. Dividing (\ref{eq:slope2}) by $u^2$ instead gives $(P/u)'$, and one more integration gives $P-u$, again of order $\alpha^2$ on a fixed interval beyond the last node.

Two derivations have now shown that, outside the core, the large component of a Dirac valence state follows the Schroedinger equation with an error of order $\alpha^2$, not $(Z\alpha)^2$. It remains to show that their two formulas for $\Delta L$ agree, to compare their assumptions, to examine the lead atom and a model with varying nuclear charge, and to draw the consequences for the pseudopotential.
